\section*{Phonon lifetime and the imaginary self-energy: the factor of two}

\section{What decays at the half-width}

\textbf{Q.} I have computed the anharmonic self-energy of a 3 THz acoustic phonon at 300 K. Its imaginary part has magnitude $\hbar\Gamma=20\,\mu$eV, so $\Gamma=30.4\ \mathrm{ns^{-1}}$. The imaginary part of a frequency is a decay rate, so I put $\tau=1/\Gamma=32.9$ ps into the conductivity. Is anything wrong with that?

\textbf{A.} $\Gamma$ is a decay rate, but we must ask what decays. Write frequencies and self-energies in angular-frequency units, and let $a$ remove a phonon from the mode. The retarded function is $G(t)=-i\theta(t)\langle[a(t),a^\dagger(0)]\rangle$, and
\begin{equation}
G(\omega)=\frac{1}{\omega-\omega_0-\Sigma(\omega)} .
\end{equation}
If $\Gamma\ll\omega_0$ and $\Sigma$ varies little across the line, we may replace it there by $\Delta-i\Gamma$, with $\Gamma=-\operatorname{Im}\Sigma(\omega_0)>0$. The pole is at $z=\omega_0+\Delta-i\Gamma$. For $t>0$ the inverse transform is closed in the lower half-plane, where the clockwise contour gives a factor $-2\pi i$:
\begin{equation}
G(t)=\int\frac{d\omega}{2\pi}\,\frac{e^{-i\omega t}}{\omega-z}
=-i\,e^{-i(\omega_0+\Delta)t}\,e^{-\Gamma t}.
\end{equation}
At zero temperature, with the vacuum as ground state, $iG(t)=\langle0|a(t)a^\dagger(0)|0\rangle$ is, up to a vacuum phase, the amplitude $c(t)$ that a phonon created at time zero is still in its mode. The mean number of phonons left there is the probability
\begin{equation}
|c(t)|^2=e^{-2\Gamma t}.
\end{equation}
The Boltzmann equation follows populations, so its lifetime is $\tau=1/(2\Gamma)$. For your mode $2\Gamma=60.8\ \mathrm{ns^{-1}}$ and $\tau=16.5$ ps.

\textbf{Q.} Fermi's golden rule also gives a rate from the same matrix elements. Which of the two does it give?

\textbf{A.} Let the phonon couple with strengths $g_k$ to states $k$ that each contain a pair of phonons with total frequency $\varepsilon_k$. The amplitudes obey
\begin{equation}
i\dot c=\omega_0c+\sum_kg_kc_k,\qquad
i\dot c_k=\varepsilon_kc_k+g_k^*c .
\end{equation}
At complex frequency $\omega+i0$ the second equation gives $c_k=g_k^*c/(\omega-\varepsilon_k+i0)$. Inserted in the first, this yields
\begin{equation}
\Sigma(\omega)=\sum_k\frac{|g_k|^2}{\omega-\varepsilon_k+i0},\qquad
\Gamma=\pi\sum_k|g_k|^2\delta(\omega_0-\varepsilon_k),
\end{equation}
because $\operatorname{Im}\,(x+i0)^{-1}=-\pi\delta(x)$. The golden rule instead starts from the transferred probability to second order in $g_k$. With $x=\omega_0-\varepsilon_k$,
\begin{equation}
|c_k(t)|^2=|g_k|^2\,\frac{\sin^2(xt/2)}{(x/2)^2}
\;\longrightarrow\;2\pi t\,|g_k|^2\delta(x),
\end{equation}
since the fraction has area $2\pi t$ over $x$. Its rate has $2\pi$ where $\Gamma$ has $\pi$. It is therefore $2\Gamma$.

\textbf{Q.} Does this survive without perturbation theory?

\textbf{A.} It can be tested on a finite model. Set $\omega_0=1$, use 1500 pair states between 0 and 2, and let the coupling density be $(\Gamma_0/\pi)\varepsilon(2-\varepsilon)$ with $\Gamma_0=0.0025$. Exact diagonalization gives an amplitude decay rate of $1.003\,\Gamma_0$ and a population decay rate of $2.006\,\Gamma_0$. The full width of the spectral line at half maximum is $2.01\,\Gamma_0$, equal to the population rate within the resolution of the frequency grid.

The excess of 0.3\% comes from the slope of the real self-energy. With $\omega=1+\delta$ and $x=\varepsilon-1$,
\begin{align}
\operatorname{Re}\Sigma
&=\frac{\Gamma_0}{\pi}\,\mathrm P\!\!\int_{-1}^{1}\frac{1-x^2}{\delta-x}\,dx\\
&=\frac{\Gamma_0}{\pi}\left[2\delta+(1-\delta^2)\ln\frac{1+\delta}{1-\delta}\right]
\simeq\frac{4\Gamma_0}{\pi}\,\delta .
\end{align}
The pole condition $\delta=(4\Gamma_0/\pi)\delta-i\Gamma_0$ gives a decay rate $\Gamma_0/(1-4\Gamma_0/\pi)=1.003\,\Gamma_0$. This is a correction to $\Gamma$, and it leaves the factor between amplitude and population alone.

\section{Room temperature}

\textbf{Q.} My phonon is not alone in a vacuum. At 300 K the reverse collisions refill the mode. Could they remove the factor of two?

\textbf{A.} They change both quantities by the same thermal factor. Take one channel in which phonon 0 decays into phonons 1 and 2, and keep modes 1 and 2 at their equilibrium populations. To lowest order in the cubic coupling,
\begin{align}
\dot n_0&=2\pi|g|^2\delta(\omega_0-\omega_1-\omega_2)\,
\big[(n_0+1)n_1n_2-n_0(n_1+1)(n_2+1)\big]\\
&=2\pi|g|^2\delta(\omega_0-\omega_1-\omega_2)\,
\big[n_1n_2-n_0(1+n_1+n_2)\big].
\end{align}
The bracket vanishes in equilibrium, so an excess $\delta n_0$ decays at the rate $2\pi|g|^2(1+n_1+n_2)\,\delta(\omega_0-\omega_1-\omega_2)$.

For the self-energy, let $\beta=\hbar/k_BT$, and let $\nu_m$ and $\omega_n$ be bosonic Matsubara frequencies. The bubble diagram is
\begin{align}
\Sigma(i\omega_n)
&=-\frac{|g|^2}{\beta}\sum_m\frac{1}{(i\nu_m-\omega_1)(i\omega_n-i\nu_m-\omega_2)}\\
&=-\frac{|g|^2}{i\omega_n-\omega_1-\omega_2}\,
\frac1\beta\sum_m\left[\frac{1}{i\nu_m-\omega_1}+\frac{1}{i\omega_n-i\nu_m-\omega_2}\right].
\end{align}
Pairing positive and negative frequencies in the first sum gives
\begin{equation}
\frac1\beta\sum_m\frac{1}{i\nu_m-\omega_1}
=-\frac1\beta\sum_m\frac{\omega_1}{\nu_m^2+\omega_1^2}
=-\frac12\coth\frac{\beta\omega_1}{2}=-\left(n_1+\tfrac12\right).
\end{equation}
The second sum runs over shifted bosonic frequencies and gives $-(n_2+\frac12)$. Hence
\begin{equation}
\Sigma(i\omega_n)=\frac{|g|^2(1+n_1+n_2)}{i\omega_n-\omega_1-\omega_2}.
\end{equation}
Setting $i\omega_n\to\omega+i0$ gives $\Gamma=\pi|g|^2(1+n_1+n_2)\,\delta(\omega_0-\omega_1-\omega_2)$, half the population rate.

\textbf{Q.} And when my phonon is absorbed by another one?

\textbf{A.} For $0+1\to2$, gain minus loss is
\begin{equation}
(n_0+1)(n_1+1)n_2-n_0n_1(n_2+1)=n_2(1+n_1)-n_0(n_1-n_2),
\end{equation}
so the thermal factor is $n_1-n_2$. The corresponding bubble has the denominators $i\nu_m-\omega_1$ and $i\nu_m+i\omega_n-\omega_2$. Their product separates into a difference of fractions divided by $i\omega_n+\omega_1-\omega_2$, and therefore
\begin{equation}
\Sigma(i\omega_n)=-|g|^2\,\frac{-(n_1+\frac12)+(n_2+\frac12)}{i\omega_n+\omega_1-\omega_2}
=\frac{|g|^2(n_1-n_2)}{i\omega_n+\omega_1-\omega_2}.
\end{equation}
For mode energies of $0.7\,k_BT$ and $1.1\,k_BT$, direct Matsubara sums give 2.485 for decay and 0.4875 for absorption. Gain and loss computed from phonon-number states gave the same factors. Adding channels adds their rates, so at this order the population rate is $2\Gamma$ at any temperature, provided mode 0 enters each collision once and its partners stay in equilibrium. A channel such as $0+0\to2$ removes two phonons from the mode at once and relaxes the population at four times its contribution to $\Gamma$; in a bulk crystal it is a single term of the wavevector sum and carries negligible weight.

\section{The conductivity}

\textbf{Q.} Perhaps the conductivity formula is meant to contain the amplitude lifetime. How do I know that $\tau$ in $C v_x^2\tau$ is the population lifetime?

\textbf{A.} Compute the conductivity from heat-current fluctuations, with no lifetime put in. In a volume $V$ the current is $J_x=\sum\hbar\omega v_xn$, summed over modes, and
\begin{equation}
\kappa=\frac{1}{Vk_BT^2}\int_0^\infty dt\,\operatorname{Re}\langle\delta J_x(t)\,\delta J_x(0)\rangle .
\end{equation}
The relaxation-time approximation neglects correlations between modes and vertex corrections. The number correlation then factorizes into $\langle a^\dagger(t)a(0)\rangle\langle a(t)a^\dagger(0)\rangle$. With the spectral function
\begin{equation}
A(\omega)=-\frac1\pi\operatorname{Im}G(\omega)
=\frac{\Gamma/\pi}{(\omega-\omega_0-\Delta)^2+\Gamma^2},
\end{equation}
the two factors are $\int d\omega\,A\,n\,e^{i\omega t}$ and $\int d\omega'A\,(n+1)\,e^{-i\omega't}$. The real part is even in time, so the integral from zero is half the integral over all times, which supplies $\pi\delta(\omega-\omega')$. Thus
\begin{equation}
\int_0^\infty dt\,\operatorname{Re}\langle\delta n(t)\delta n(0)\rangle
=\pi\int d\omega\,A^2\,n(n+1).
\end{equation}
For a narrow line $n(n+1)$ may be taken at the line centre. The remaining integral is
\begin{equation}
\pi\int A^2d\omega=\frac{\Gamma^2}{\pi}\int_{-\infty}^{\infty}\frac{dx}{(x^2+\Gamma^2)^2}
=\frac{\Gamma^2}{\pi}\,\frac{\pi}{2\Gamma^3}=\frac{1}{2\Gamma}.
\end{equation}
Since the heat capacity of a mode is $C=(\hbar\omega)^2n(n+1)/(k_BT^2)$, its contribution is $Cv_x^2/(2\Gamma V)$. For your phonon, numerical integration of the overlap, with the frequency dependence of the heat capacity kept, gives 16.46 ps. Within this factorization the conductivity asks for $1/(2\Gamma)$. The factorization fails when part of the width is pure dephasing, a case taken up in the last section.

\textbf{Q.} How large is the damage in a bulk conductivity?

\textbf{A.} Take a simple acoustic model: three equal branches with $\omega=vq$, $v=4.3$ km/s, and one primitive cell of volume $V_c=0.0715\ \mathrm{nm^3}$ per wavevector. Let the population rate be $2\Gamma=a\omega^2$, fixed by your mode:
\begin{equation}
a=\frac{6.08\times10^{10}\ \mathrm{s^{-1}}}{(2\pi\times3\times10^{12}\ \mathrm{s^{-1}})^2}
=1.71\times10^{-16}\ \mathrm{s}.
\end{equation}
Counting modes gives $q_D=(6\pi^2/V_c)^{1/3}=9.39\ \mathrm{nm^{-1}}$ and $\omega_D=vq_D=4.04\times10^{13}\ \mathrm{s^{-1}}$. The angular average $v_x^2=v^2/3$ cancels the three branches, so
\begin{equation}
\kappa=\frac{1}{2\pi^2}\int_0^{q_D}q^2\,\frac{C v^2}{2\Gamma}\,dq .
\end{equation}
At high temperature $C\to k_B$. With $q^2v^2dq=\omega^2d\omega/v$ the integrand is constant in $\omega$, and
\begin{equation}
\kappa\to\frac{k_B\omega_D}{2\pi^2va}
=\frac{(1.38\times10^{-23})(4.04\times10^{13})}{2\pi^2(4300)(1.71\times10^{-16})}
\simeq38\ \mathrm{W/(m\,K)}.
\end{equation}
The quantum heat capacity at 300 K lowers this to 37.3 W/(m K). Replacing $2\Gamma$ by $\Gamma$ gives 74.6 W/(m K). For a layer in diffusive conduction, at fixed heat flux and thickness, the predicted temperature drop is proportional to $1/\kappa$ and would come out half as large as it should.

\section{When the error is not two}

\textbf{Q.} Then I can repair my old results by halving every conductivity.

\textbf{A.} Only if every rate in them carried the same error. Suppose the material has grains of size $L$, and you correctly added a boundary rate $v/L$. At high temperature, with $s^2=v/(La)$,
\begin{align}
\kappa&=\frac{k_B}{2\pi^2v}\int_0^{\omega_D}\frac{\omega^2\,d\omega}{a\omega^2+v/L}
=\frac{k_B}{2\pi^2va}\int_0^{\omega_D}\left(1-\frac{s^2}{\omega^2+s^2}\right)d\omega\\
&=\frac{k_B}{2\pi^2va}\left[\omega_D-s\arctan\frac{\omega_D}{s}\right].
\end{align}
For $s\ll\omega_D$ the bulk result returns, and halving $a$ doubles $\kappa$. For $s\gg\omega_D$ the bracket tends to $\omega_D^3/(3s^2)$. Since $as^2=v/L$, $a$ drops out and the error disappears. For $L=100$ nm at 300 K, the correct and mistaken values are 19.5 and 30.1 W/(m K), a ratio of 1.54. The boundary rate is $43\ \mathrm{ns^{-1}}$, comparable with the $61\ \mathrm{ns^{-1}}$ of your mode.

\textbf{Q.} I could also solve the full linearized Boltzmann equation instead of using relaxation times.

\textbf{A.} Then the in-scattering terms need the same care. Let $R=a\omega^2$ be the total rate and let a fraction $f$ of collisions conserve crystal momentum, relaxing the phonons towards a common drift. Write the deviation from equilibrium as $-v_xh\,(\partial n/\partial T)(\partial T/\partial x)$, where $h$ is an effective time. With $v_x\omega=v^2q_x$, a drift has constant $h=\beta_d$. The equation and momentum conservation read
\begin{equation}
Rh-fR\beta_d=1,\qquad \sum wR(h-\beta_d)=0,\qquad w=q^2C .
\end{equation}
The first gives $h=1/R+f\beta_d$. The second then gives $\beta_d=\sum w/[(1-f)\sum wR]$, and
\begin{equation}
\kappa\propto\sum wh=\sum\frac wR+\frac{f}{1-f}\,\frac{(\sum w)^2}{\sum wR}.
\end{equation}
For $f=0.2$ this is 1.137 times the relaxation-time value. Halving all collision terms doubles $h$ and hence $\kappa$. If you halve only the out-scattering term $Rh$, the same algebra gives, for $f<\frac12$,
\begin{equation}
\sum wh=2\sum\frac wR+\frac{4f}{1-2f}\,\frac{(\sum w)^2}{\sum wR},
\end{equation}
which is 2.40 times the correct coupled result. The two parts of the collision operator no longer match, and the result diverges as $f$ approaches $\frac12$.

\section{Reading a width from a code or a spectrum}

\textbf{Q.} Suppose I take the width from a spectrum. The full width of this line is 9.67 GHz, and its reciprocal is 103 ps, which matches neither of our times.

\textbf{A.} The spectral function falls to half its maximum at $\pm\Gamma$, so its full width in angular frequency is $2\Gamma$. In ordinary frequency it is $\Delta f=2\Gamma/2\pi=\Gamma/\pi$. Hence $\tau=1/(2\pi\Delta f)=16.5$ ps. Your 103 ps is too long by $2\pi$, a separate error.

The definition in a code matters too. If it reports the full angular width, its reciprocal is already $\tau$. If its self-energy $\Pi$ appears in $\omega^2-\omega_0^2-\Pi$, then near the line $\omega^2-\omega_0^2\simeq2\omega_0(\omega-\omega_0)$, and $\Gamma=-\operatorname{Im}\Pi/(2\omega_0)$.

\textbf{Q.} With the definitions settled, does the width fix the lifetime?

\textbf{A.} Not if part of it is elastic dephasing. Let a mode lose phonons at rate $\gamma$ and suffer dephasing of strength $\phi$. For a jump operator $K$, the mean of $X$ changes at the mean of $K^\dagger XK-\frac12\{K^\dagger K,X\}$. With $N=a^\dagger a$, where $a$ is again the phonon operator, the needed terms are
\begin{align}
K=a,\ X=a:&\quad \tfrac12(a^\dagger a-aa^\dagger)a=-\tfrac12a,\\
K=a,\ X=N:&\quad N(N-1)-N^2=-N,\\
K=N,\ X=a:&\quad -\tfrac12[N,[N,a]]=-\tfrac12a .
\end{align}
For $K=N$ and $X=N$ the result is zero. The amplitude therefore decays at $\Gamma=(\gamma+\phi)/2$, while the population decays at $\gamma$. With $\gamma=0.3$ and $\phi=0.2$ in any rate unit, $\Gamma=0.25$. Reading $2\Gamma=0.5$ as the population rate would be wrong, since that rate is 0.3. The rule $\tau=1/(2\Gamma)$ requires the width to come from collisions that change the population.

\textbf{Q.} Can I compare your 37 W/(m K) with a real material to decide which factor is right?

\textbf{A.} That would be a poor way to decide. The cell volume and sound speed are rough values for tin dioxide, an oxide used in gas-sensor chips, but the half-width is a chosen input. Tin dioxide crystals conduct, very roughly, several tens of W/(m K) at room temperature, so both 37 and 75 look plausible. The model's own omissions are also large. Bending the branches as $\omega=(2/\pi)\omega_D\sin(\pi q/2q_D)$, with the same width at each frequency, lowers 37.3 to 21.4 W/(m K). Six atoms per cell give fifteen optical branches; placed roughly at 12 THz, with speed 1.5 km/s and lifetime 2 ps, they would add about 3 W/(m K). The crystal is tetragonal: rough longitudinal stiffnesses of 260 and 450 GPa imply a ratio of 1.7 in $v^2$ for longitudinal waves along its two axes, a difference that the isotropic model leaves out. At 400 K, with widths scaled as for decay into two phonons of equal energy, the model gives 28 W/(m K). A polycrystalline film also has grain boundaries, which for 100 nm grains roughly halve the bulk value here. Agreement with a measured conductivity could thus come from compensating errors. The factor is settled by the definition of the width and by the population equation; the numerical output below lists the values behind these comparisons.

\section*{Numbers as computed}
\begin{verbatim}
Exact decay model (bare phonon frequency = 1)
half-width from self-energy: 0.0025
amplitude decay rate / half-width: 1.003
population decay rate / half-width: 2.006
full line width / half-width: 2.007
Thermal factors for mode energies 0.7 and 1.1 kT
decay factor 1+n1+n2 from bubble: 2.485
coalescence factor n1-n2 from bubble: 0.4875
Dephasing example (arbitrary rate unit)
population loss put in: 0.3
dephasing strength put in: 0.2
resulting half-width: 0.25
resulting population rate: 0.3
Rough SnO2-regime acoustic model
temperature: 300 K
cell volume: 0.0715 nm^3
sound speed: 4.3 km/s
cutoff wavevector: 9.391 1/nm
cutoff frequency: 6.427 THz
reference frequency: 3 THz
chosen half-width energy: 20 ueV
half-width Gamma: 30.39 1/ns
population rate 2 Gamma: 60.77 1/ns
full width in ordinary frequency: 9.672 GHz
correct lifetime: 16.46 ps
time from heat-current overlap: 16.46 ps
wrong time 1/Gamma: 32.91 ps
wrong time 1/(full width in Hz): 103.4 ps
correct mean free path: 70.76 nm
bulk kappa, correct: 37.31 W/(m K)
bulk kappa, factor missed: 74.62 W/(m K)
bulk kappa, high-temperature formula: 38.4 W/(m K)
bulk kappa, 3D wavevector sum: 37.14 W/(m K)
grain size: 100 nm
grain kappa, correct: 19.54 W/(m K)
grain kappa, factor missed: 30.08 W/(m K)
grain wrong/correct ratio: 1.54
Effects neglected by the bulk model
kappa with bent acoustic branches: 21.43 W/(m K)
chosen normal-collision share: 0.2
coupled/relaxation-time kappa ratio: 1.137
error ratio, whole matrix halved: 2
error ratio, only diagonal halved: 2.402
rough optical frequency: 12 THz
rough optical group speed: 1.5 km/s
rough optical lifetime: 2 ps
estimated optical contribution: 3.224 W/(m K)
rough longitudinal stiffness, a axis: 260 GPa
rough longitudinal stiffness, c axis: 450 GPa
estimated v^2 anisotropy c/a: 1.731
kappa at 400 K: 28.42 W/(m K)
\end{verbatim}
